**Symmetry trapping in a plane-wave eigensolver**

The program studies one electron in a square cell with $C_{4v}$ symmetry, where $H$ is the plane-wave Hamiltonian, $K=1/(T+\Delta)$ the diagonal preconditioner, $T$ the kinetic energy and $\Delta$ a shift. It asserts that $H$ and $K$ commute with the group, that a diagonal preconditioner varying within a star does not, and that in a short run in rational arithmetic the symmetry of the start is kept without any error. A block Davidson solver started from three symmetric star sums converges to the three lowest $A_1$ levels and misses the $E$ pair at −4.945 eV, which raises the six-electron level sum by 25.33 eV. Random vectors, single plane waves, star sums with slight noise, and star sums with the star-breaking preconditioner all reach the levels of full diagonalization. A start with one oriented $E$ partner finds the degenerate level only once. The program also asserts that the decay and growth factors of gradient iterations agree with $|1-\mu|$, computed from the eigenvalues $\mu$ of $K^{1/2}(H-\varepsilon)K^{1/2}$, where $\varepsilon$ is the level about which the iteration is linearized. An absent component planted with amplitude $10^{-12}$ takes over after 130 steps, as estimated; without a planted seed, rounding causes the escape at step 180, long after the stopping test was met at step 41.

## Verification by program

```python
"""Symmetry trapping of iterative eigensolvers in a plane-wave basis.

Result under test: if H and a diagonal preconditioner K commute with a point
group, trial vectors without a component in an irrep (or in a row of a
degenerate irrep) never acquire one in exact arithmetic. The solver then
converges to true eigenstates that need not be the lowest ones. The trapped
solution is a saddle: an absent component grows by 1+|mu| per gradient step,
mu being a negative eigenvalue of sqrt(K)(H-eps)sqrt(K) in the absent sector.

Symbols: a cell side, G = (2 pi/a)(n1,n2), T kinetic energy, V1 and V2
potential parameters, delta preconditioner shift, C4v point group.
Energies are in eV.
"""
from fractions import Fraction
import numpy as np
from scipy.constants import hbar, m_e, e as charge

rng = np.random.default_rng(7)
a_nm, V1, V2, delta = 1.0, 3.0, 0.5, 12.0
E0 = (hbar * 2 * np.pi / (a_nm * 1e-9)) ** 2 / (2 * m_e) / charge
shell_max, tol, nb = 100, 1e-5, 3

# ---------- plane-wave Hamiltonian from the real-space potential ----------
G = [(i, j) for i in range(-10, 11) for j in range(-10, 11)
     if i * i + j * j <= shell_max]
index = {g: n for n, g in enumerate(G)}
Garr = np.array(G)
G2 = (Garr ** 2).sum(axis=1)
npw = len(G)
ngrid = 48
phase = 2 * np.pi * np.arange(ngrid) / ngrid
cx, cy = np.cos(phase)[:, None], np.cos(phase)[None, :]
Vreal = -2 * V1 * (cx + cy) - 4 * V2 * cx * cy
Vhat = np.fft.fft2(Vreal).real / ngrid ** 2
diff = (Garr[:, None, :] - Garr[None, :, :]) % ngrid
T = E0 * G2
H = np.diag(T) + Vhat[diff[..., 0], diff[..., 1]]
H = (H + H.T) / 2
K = 1 / (T + delta)

# ---------- C4v operations, projectors and sectors ----------
ops = [np.array(m) for m in (
    [[1, 0], [0, 1]], [[-1, 0], [0, -1]], [[0, -1], [1, 0]], [[0, 1], [-1, 0]],
    [[-1, 0], [0, 1]], [[1, 0], [0, -1]], [[0, 1], [1, 0]], [[0, -1], [-1, 0]])]


def rotate(R, g):
    return (int(R[0, 0] * g[0] + R[0, 1] * g[1]),
            int(R[1, 0] * g[0] + R[1, 1] * g[1]))


def permutation(R):
    D = np.zeros((npw, npw))
    for n, g in enumerate(G):
        D[index[rotate(R, g)], n] = 1
    return D


D = [permutation(R) for R in ops]


def character(name, R):
    det = int(R[0, 0] * R[1, 1] - R[0, 1] * R[1, 0])
    axis = 1 if R[0, 0] != 0 else -1
    return {"A1": 1, "A2": det, "B1": axis, "B2": axis * det,
            "E": int(R[0, 0] + R[1, 1])}[name]


P = {name: (2 if name == "E" else 1) / 8
     * sum(character(name, R) * M for R, M in zip(ops, D))
     for name in ("A1", "A2", "B1", "B2", "E")}
mirror_x = D[4]
P["Ex"] = P["E"] @ (np.eye(npw) - mirror_x) / 2
P["Ey"] = P["E"] @ (np.eye(npw) + mirror_x) / 2
sectors = ("A1", "A2", "B1", "B2", "Ex", "Ey")
basis, level, state = {}, {}, {}
for name in sectors:
    w, U = np.linalg.eigh((P[name] + P[name].T) / 2)
    assert np.all(np.minimum(abs(w), abs(w - 1)) < 1e-10)
    basis[name] = U[:, w > 0.5]
    level[name], C = np.linalg.eigh(basis[name].T @ H @ basis[name])
    state[name] = basis[name] @ C
exact = np.linalg.eigvalsh(H)
union = np.sort(np.concatenate([level[s] for s in sectors]))
assert np.allclose(union, exact, atol=1e-9)

# ---------- which diagonal preconditioners respect the symmetry ----------
K_broken = K * (1 + 0.3 * np.sin(Garr[:, 0] + 2 * Garr[:, 1] + 0.5))


def commutator(A):
    return max(np.abs(A @ M - M @ A).max() for M in D)


assert commutator(H) < 1e-12 and commutator(np.diag(K)) < 1e-14
assert commutator(np.diag(K_broken)) > 1e-3


# ---------- exact rational arithmetic: the absent part is exactly zero ------
def rational_asymmetry(break_star):
    small = [(i, j) for i in range(-2, 3) for j in range(-2, 3)]
    couple = {(0, 1): -6, (1, 0): -6, (1, 1): -1}
    pre = {g: Fraction(1, g[0] ** 2 + g[1] ** 2 + 8) for g in small}
    if break_star:
        pre[(1, 0)] *= 2
    x = {g: Fraction(0) for g in small}
    x[(0, 0)] = Fraction(1)
    for g in ((1, 0), (-1, 0), (0, 1), (0, -1)):
        x[g] = Fraction(1, 2)
    for _ in range(3):
        hx = {}
        for g in small:
            total = 3 * (g[0] ** 2 + g[1] ** 2) * x[g]
            for h in small:
                d = (abs(g[0] - h[0]), abs(g[1] - h[1]))
                total += couple.get(d, 0) * x[h]
            hx[g] = total
        rho = sum(x[g] * hx[g] for g in small) / sum(v * v for v in x.values())
        x = {g: x[g] - pre[g] * (hx[g] - rho * x[g]) for g in small}
    return max(abs(x[rotate(R, g)] - x[g]) for R in ops for g in small)


asym_good, asym_bad = rational_asymmetry(False), rational_asymmetry(True)
assert asym_good == 0 and asym_bad > 0


# ---------- block Davidson solver ----------
def davidson(start, pre, max_iter=400):
    n = start.shape[1]
    V = np.linalg.qr(start)[0]
    for it in range(1, max_iter + 1):
        w, U = np.linalg.eigh(V.T @ H @ V)
        X, ritz = V @ U[:, :n], w[:n]
        R = H @ X - X * ritz
        res = np.linalg.norm(R, axis=0)
        if res.max() < tol:
            return ritz, X, it, res.max()
        if V.shape[1] + n > 5 * n:
            V = np.linalg.qr(X)[0]
        for j in np.flatnonzero(res > tol):
            v = pre * R[:, j]
            v /= np.linalg.norm(v)
            v -= V @ (V.T @ v)
            size = np.linalg.norm(v)
            if size > 1e-3:      # linearly dependent directions are dropped
                v /= size
                v -= V @ (V.T @ v)
                V = np.column_stack([V, v / np.linalg.norm(v)])
    raise RuntimeError("Davidson solver did not converge")


def star_sum(shell):
    v = (G2 == shell).astype(float)
    return v / np.linalg.norm(v)


def plane_wave(g):
    v = np.zeros(npw)
    v[index[g]] = 1
    return v


stars = np.column_stack([star_sum(s) for s in (0, 1, 2)])
singles = np.column_stack([plane_wave(g) for g in ((0, 0), (1, 0), (0, 1))])
noise = rng.standard_normal((npw, nb))
noise /= np.linalg.norm(noise, axis=0)
runs = {
    "star sums": davidson(stars, K),
    "random": davidson(rng.standard_normal((npw, nb)), K),
    "single plane waves": davidson(singles, K),
    "star sums + 1% noise": davidson(stars + 0.01 * noise, K),
    "star sums, broken K": davidson(stars, K_broken),
}
trapped, X_trap, it_trap, res_trap = runs["star sums"]
assert np.allclose(trapped, level["A1"][:nb], atol=1e-8)
assert trapped[1] > exact[1] + 0.1
leak = np.linalg.norm(X_trap - P["A1"] @ X_trap)
assert leak < 1e-3
for name, run in runs.items():
    if name != "star sums":
        assert np.allclose(run[0], exact[:nb], atol=1e-8), name
energy_true, energy_trap = 2 * exact[:nb].sum(), 2 * trapped.sum()
assert energy_trap > energy_true

# ---------- one oriented partner of a degenerate pair ----------
theta = np.deg2rad(30)
px = (plane_wave((1, 0)) - plane_wave((-1, 0))) / np.sqrt(2)
py = (plane_wave((0, 1)) - plane_wave((0, -1))) / np.sqrt(2)
p_theta = np.cos(theta) * px + np.sin(theta) * py
partner, X_part, it_part, _ = davidson(
    np.column_stack([star_sum(0), star_sum(1), p_theta]), K)
reachable = np.sort(np.concatenate([level["A1"], level["Ex"]]))[:nb]
assert np.allclose(partner, reachable, atol=1e-8)
assert abs(exact[1] - exact[2]) < 1e-9 and partner[2] > exact[2] + 0.1
angle = np.rad2deg(np.arctan2(np.linalg.norm(P["Ey"] @ X_part[:, 1]),
                              np.linalg.norm(P["Ex"] @ X_part[:, 1])))
assert abs(angle - 30) < 0.01


# ---------- gradient iteration: decay and growth factors ----------
def step_modes(U, energy):
    root = np.sqrt(K)
    A = root[:, None] * (H - energy * np.eye(npw)) * root[None, :]
    return np.linalg.eigvalsh(U.T @ A @ U)


def gradient_step(X):
    """Return the updated block and the residual norm of the old one."""
    ritz = np.sum(X * (H @ X), axis=0)
    R = H @ X - X * ritz
    Y = np.linalg.qr(X - K[:, None] * R)[0]
    U = np.linalg.eigh(Y.T @ H @ Y)[1]
    return Y @ U, np.linalg.norm(R, axis=0).max()


ground = state["A1"][:, 0]


def predicted_decay(U):
    mu = step_modes(U, exact[0])
    assert abs(mu[0]) < 1e-10 and mu[-1] < 2
    return np.abs(1 - mu[1:]).max()


def measured_decay(deviation):
    X = (ground + 0.01 * deviation / np.linalg.norm(deviation))[:, None]
    X /= np.linalg.norm(X)
    history = []
    for _ in range(41):
        X, res = gradient_step(X)
        history.append(res)
    return history[-1] / history[-2]


kick = rng.standard_normal(npw)
decay_all = predicted_decay(np.eye(npw)), measured_decay(kick)
decay_sym = predicted_decay(basis["A1"]), measured_decay(P["A1"] @ kick)
# remaining faster modes limit the agreement after 40 steps
assert abs(decay_all[0] - decay_all[1]) < 0.005
assert abs(decay_sym[0] - decay_sym[1]) < 0.005
assert decay_sym[0] < decay_all[0] - 0.02

eps_top = level["A1"][1]
for name in ("A2", "B1", "B2", "Ex", "Ey"):
    assert np.sum(step_modes(basis[name], eps_top) < 0) == np.sum(
        level[name] < eps_top)
mu_min = step_modes(basis["Ex"], eps_top)[0]
growth = 1 - mu_min


def absent_part(X):
    return np.linalg.norm(X - P["A1"] @ X)


eta = 1e-12
X = np.column_stack([ground, state["A1"][:, 1] + eta * state["Ex"][:, 0]])
parts = [absent_part(X)]
while parts[-1] ** 2 < 0.5 and len(parts) < 3000:
    X, _ = gradient_step(X)
    parts.append(absent_part(X))
escape_seeded = len(parts) - 1
growth_measured = parts[60] / parts[59]
escape_predicted = np.log(1 / eta) / np.log(growth)
assert abs(growth_measured - growth) < 0.005
assert abs(escape_seeded / escape_predicted - 1) < 0.10

# no planted seed: only rounding can leave the symmetric sector
X = np.column_stack([star_sum(0), star_sum(1)])
stop_step, escape_step, cap = None, None, 3000
for step in range(cap):
    if absent_part(X) ** 2 > 0.5:
        escape_step = step
        break
    X, res = gradient_step(X)
    if stop_step is None and res < tol:
        stop_step = step
assert stop_step is not None
assert escape_step is None or escape_step > stop_step

# ---------- low plane-wave shells may lack an irrep ----------
weight_A2 = {int(s): np.linalg.norm(P["A2"][:, G2 == s]) for s in np.unique(G2)}
first_A2 = min(s for s, w in weight_A2.items() if w > 1e-10)
assert first_A2 == 5
rank_A2 = int(np.sum(exact < level["A2"][0] - 1e-8)) + 1

# ---------- printed results ----------
print(f"cell side a = {a_nm:.1f} nm; V1 = {V1:.1f} eV; V2 = {V2:.1f} eV")
print(f"preconditioner shift delta = {delta:.1f} eV")
print(f"kinetic unit E0 = {E0:.4f} eV; cutoff = {E0 * shell_max:.1f} eV")
print(f"plane waves = {npw}; of A1 symmetry = {basis['A1'].shape[1]}")
print("lowest 6 levels (eV):", " ".join(f"{v:.4f}" for v in exact[:6]))
for name in ("A1", "B1", "B2", "Ex", "A2"):
    print(f"lowest {name} levels (eV):",
          " ".join(f"{v:.4f}" for v in level[name][:3]))
print(f"residual tolerance = {tol:.0e} eV; bands sought = {nb}")
for name, run in runs.items():
    print(f"{name}: {run[2]} iterations; levels (eV)",
          " ".join(f"{v:.4f}" for v in run[0]))
print(f"star sums: largest final residual = {res_trap:.1e} eV")
print(f"star sums: norm of non-A1 part at the end = {leak:.1e}")
print(f"6-electron level sum, true = {energy_true:.4f} eV")
print(f"6-electron level sum, trapped = {energy_trap:.4f} eV")
print(f"error of trapped sum = {energy_trap - energy_true:.4f} eV")
print(f"one-partner start: {it_part} iterations; levels (eV)",
      " ".join(f"{v:.4f}" for v in partner))
print(f"one-partner start: angle in = 30 deg, out = {angle:.4f} deg")
print(f"rational run, asymmetry: star-constant K = {asym_good}")
print(f"rational run, asymmetry: star-breaking K = {float(asym_bad):.4f}")
print(f"decay factor per step, any start: formula {decay_all[0]:.4f},"
      f" run {decay_all[1]:.4f}")
print(f"decay factor per step, A1 start: formula {decay_sym[0]:.4f},"
      f" run {decay_sym[1]:.4f}")
print(f"most negative mu in absent E row = {mu_min:.4f}")
print(f"growth factor per step: formula {growth:.4f},"
      f" run {growth_measured:.4f}")
print(f"escape from seed {eta:.0e}: estimate {escape_predicted:.0f} steps,"
      f" run {escape_seeded} steps")
print(f"unseeded 2-band run: stopping test met at step {stop_step}")
print("unseeded 2-band run: rounding escape at step",
      escape_step if escape_step is not None else f"none within {cap}")
print(f"first shell n1^2+n2^2 containing A2 = {first_A2}")
print(f"position of lowest A2 level in full spectrum = {rank_A2}")
print("all assertions hold")
```

Output:

```
cell side a = 1.0 nm; V1 = 3.0 eV; V2 = 0.5 eV
preconditioner shift delta = 12.0 eV
kinetic unit E0 = 1.5041 eV; cutoff = 150.4 eV
plane waves = 317; of A1 symmetry = 49
lowest 6 levels (eV): -9.3393 -4.9450 -4.9450 -1.1889 -1.0070 -0.7592
lowest A1 levels (eV): -9.3393 -1.1889 3.9653
lowest B1 levels (eV): -1.0070 4.0081 10.0870
lowest B2 levels (eV): -0.7592 6.1092 12.6756
lowest Ex levels (eV): -4.9450 2.4919 2.9015
lowest A2 levels (eV): 6.6246 13.8485 20.7583
residual tolerance = 1e-05 eV; bands sought = 3
star sums: 14 iterations; levels (eV) -9.3393 -1.1889 3.9653
random: 21 iterations; levels (eV) -9.3393 -4.9450 -4.9450
single plane waves: 18 iterations; levels (eV) -9.3393 -4.9450 -4.9450
star sums + 1% noise: 21 iterations; levels (eV) -9.3393 -4.9450 -4.9450
star sums, broken K: 21 iterations; levels (eV) -9.3393 -4.9450 -4.9450
star sums: largest final residual = 5.7e-06 eV
star sums: norm of non-A1 part at the end = 3.7e-12
6-electron level sum, true = -38.4585 eV
6-electron level sum, trapped = -13.1257 eV
error of trapped sum = 25.3328 eV
one-partner start: 14 iterations; levels (eV) -9.3393 -4.9450 -1.1889
one-partner start: angle in = 30 deg, out = 30.0000 deg
rational run, asymmetry: star-constant K = 0
rational run, asymmetry: star-breaking K = 1.4585
decay factor per step, any start: formula 0.7338, run 0.7338
decay factor per step, A1 start: formula 0.5564, run 0.5565
most negative mu in absent E row = -0.2367
growth factor per step: formula 1.2367, run 1.2367
escape from seed 1e-12: estimate 130 steps, run 130 steps
unseeded 2-band run: stopping test met at step 41
unseeded 2-band run: rounding escape at step 180
first shell n1^2+n2^2 containing A2 = 5
position of lowest A2 level in full spectrum = 15
all assertions hold
```
